# The A, B and C Terms of Magnetic Circular Dichroism

## Definitions and conventions

Light travels along $+z$, and a static magnetic field $B$ points the same way. Magnetic circular dichroism is the difference in absorbance $\Delta\mathcal A=\mathcal A_L-\mathcal A_R$ between left- and right-circular light. Left-circular light here has helicity $+1$: each photon carries angular momentum $+\hbar$ along $z$. In absorption it acts through $d_+$, and right-circular light through $d_-$, where

$$d_\pm=\frac{d_x\pm i d_y}{\sqrt2},\qquad d_+^\dagger=d_- .$$

I write $d_s$ with $s=+1$ for left and $s=-1$ for right.

The magnetic moment of the electrons is $-\mu_B(\mathbf L+g_S\mathbf S)$, with angular momenta in units of $\hbar$. Its energy in the field is minus moment times field, so

$$H=H_0+\beta Z,\qquad \beta=\mu_BB,\qquad Z=L_z+g_SS_z .$$

The diamagnetic energy, quadratic in $B$, is dropped because the result is wanted to first order.

The transition runs from a level $G$, with energy $W_G$ and $n$ states $a$, to a level $J$, with energy $W_J$ and states $j$. Level $G$ alone is populated. In zero field the band has the shape $f(E)$, with unit area and mean energy $E_0=W_J-W_G$.

The golden rule gives a transition rate per unit light intensity proportional to $|\langle j|d_s|a\rangle|^2$. Each transition removes a photon energy $E$ from the beam, so

$$\frac{\mathcal A_s}{E}=\gamma\sum_{a,j}p_a\,|\langle j|d_s|a\rangle|^2 f_{ja}(E). \tag{1}$$

Here $p_a$ is the population of state $a$, $f_{ja}$ is the band of one component, and $\gamma$ collects the constants of the sample. The result to be derived is

$$\frac{\Delta\mathcal A}{E}=\gamma\beta\left[A_1\left(-\frac{\partial f}{\partial E}\right)+\left(B_0+\frac{C_0}{kT}\right)f\right]. \tag{2}$$

## What time reversal fixes

Let $H_0$ be invariant under time reversal $\Theta$. The operators $d_x$ and $d_y$ are even under $\Theta$, angular momenta are odd, and $\Theta$ turns $i$ into $-i$. Therefore

$$\Theta d_s\Theta^{-1}=d_{-s},\qquad \Theta Z\Theta^{-1}=-Z .$$

For an antiunitary operator, $\mathrm{Tr}(\Theta X\Theta^{-1})=(\mathrm{Tr}X)^*$. The projectors $P_G$ and $P_J$ on the complete levels commute with $\Theta$. Two facts follow:

$$\mathrm{Tr}(P_GZ)=0,\qquad \sum_s s\,\mathrm{Tr}(P_Gd_s^\dagger P_Jd_s)=0. \tag{3}$$

In the first, the trace is real and equals its own negative. In the second, the left and right strengths are real and are exchanged by $\Theta$, so they are equal. There is no dichroism at zero field. Moreover $\Theta H(\beta)\Theta^{-1}=H(-\beta)$, so reversing the field exchanges left and right: $\Delta\mathcal A$ is odd in $B$.

## First derivation: follow each state

Choose states that diagonalise $Z$ inside each level, with eigenvalues $z_a$ and $z_j$. Three factors in (1) depend on the field.

**Position.** The transition energy becomes $E_0+\beta(z_j-z_a)$. In the rigid-shift assumption the component band moves without changing shape:

$$f_{ja}(E)=f\big(E-\beta(z_j-z_a)\big)=f-\beta(z_j-z_a)\frac{\partial f}{\partial E}+\dots \tag{4}$$

This needs shifts small against the band width.

**Population.** If the Zeeman energies are small against $kT$,

$$p_a=\frac{e^{-\beta z_a/kT}}{\sum_{a'}e^{-\beta z_{a'}/kT}}
=\frac{1-\beta z_a/kT+\dots}{n-(\beta/kT)\mathrm{Tr}(P_GZ)+\dots}
=\frac1n\left(1-\frac{\beta z_a}{kT}\right)+\dots \tag{5}$$

The linear term in the denominator vanishes by (3).

**Dipole element.** The field mixes in states of other levels. First-order perturbation theory gives

$$|a\rangle\to|a\rangle-\beta\sum_{k\notin G}|k\rangle\frac{Z_{ka}}{W_k-W_G}+\beta\sum_{a'\ne a}|a'\rangle c_{a'a}, \tag{6}$$

and a similar expression for $|j\rangle$. The last sum needs explanation. Second-order coupling through other levels connects $a$ and $a'$ with strength of order $\beta^2$. Their energy difference is $\beta(z_a-z_{a'})$, so the quotient is of order $\beta$:

$$c_{a'a}=-\sum_{k\notin G}\frac{Z_{a'k}Z_{ka}}{(W_k-W_G)(z_a-z_{a'})}.$$

Exchanging $a$ and $a'$ reverses the denominator and conjugates the numerator, so $c$ is anti-Hermitian. If some $z_a$ coincide, their states may split at order $\beta^2$, at a higher order, or not at all. Since $H$ is Hermitian and linear in $\beta$, its eigenstates can still be chosen as power series in $\beta$. Take their zeroth-order terms as the states $a$. These states then also mix at order $\beta$ at most, with coefficients not given by this formula. Those coefficients are still anti-Hermitian: the admixtures from other levels are orthogonal to $G$, so orthonormality of the perturbed states at order $\beta$ requires $c_{a'a}+c_{aa'}^*=0$. The dropped diamagnetic term, a Hermitian coupling of order $\beta^2$, would likewise add an anti-Hermitian part to $c$. Only this property of $c$ is used below.

Write $D_{ja}=\langle j|d_s|a\rangle$, and let $c^G$ and $c^J$ be the matrices for the two levels. The element becomes $D+\beta(M'_s+Dc^G-c^JD)$, where

$$M'_s(ja)=-\sum_{k\notin J}\frac{Z_{jk}\langle k|d_s|a\rangle}{W_k-W_J}-\sum_{k\notin G}\frac{\langle j|d_s|k\rangle Z_{ka}}{W_k-W_G}. \tag{7}$$

The minus sign before $c^JD$ comes from conjugating the coefficients of the bra. The squared modulus changes by $2\beta\,\mathrm{Re}[D_{ja}^*(M'_s+Dc^G-c^JD)_{ja}]$. To first order this change is multiplied by the common factor $f/n$, so it can be summed over both levels. The part from mixing inside levels is then

$$2\,\mathrm{Re}\left[\mathrm{Tr}(D^\dagger Dc^G)-\mathrm{Tr}(DD^\dagger c^J)\right]=0,$$

because the trace of a Hermitian times an anti-Hermitian matrix is imaginary. Individual components may change strength in this way, but their sum does not.

Now insert the three expansions in (1), multiply by $s$ and sum over $s$. The zeroth-order term vanishes by (3). Each first-order term contains one field-dependent factor, with the other two at zero field. Comparison with (2) gives

$$A_1=\frac1n\sum_{s,a,j}s(z_j-z_a)|\langle j|d_s|a\rangle|^2, \tag{8}$$

$$B_0=\frac2n\,\mathrm{Re}\sum_{s,a,j}s\,\langle j|d_s|a\rangle^*M'_s(ja), \tag{9}$$

$$C_0=-\frac1n\sum_{s,a,j}s\,z_a|\langle j|d_s|a\rangle|^2. \tag{10}$$

The A term is the difference of two equal, oppositely displaced bands, hence its derivative shape. The B term changes the strengths through field mixing and has the shape of the band. The C term has that shape too, but comes from unequal populations, hence its $1/kT$.

If $G$ is nondegenerate, its single $z_a$ vanishes by (3), and so does $C_0$. If $J$ is nondegenerate as well, $A_1$ also vanishes and the B term remains.

## Second derivation: moments of the whole band

This route follows no individual state. Let $P_G^\beta$ and $P_J^\beta$ project on the levels in the field, and let $\rho$ be the thermal density operator on $G$. Define the signed strength and its first energy moment about $E_0$:

$$m_0=\sum_s s\,\mathrm{Tr}(\rho\,d_s^\dagger P_J^\beta d_s),$$

$$m_1=\sum_s s\,\mathrm{Tr}\left[\rho\,d_s^\dagger(H-W_J)P_J^\beta d_s-\rho(H-W_G)d_s^\dagger P_J^\beta d_s\right].$$

Write $P_J^\beta=P_J+\beta P_J'+\dots$. The condition $(P_J^\beta)^2=P_J^\beta$ gives $P_J'=P_JP_J'+P_J'P_J$, so $P_J'$ has no elements within $J$ and none within its complement. The projector also commutes with $H$. At first order,

$$[H_0,P_J']+[Z,P_J]=0 .$$

Between $k\notin J$ and $j\in J$ this reads $(W_k-W_J)(P_J')_{kj}+Z_{kj}=0$. Hence

$$P_J'=-R_JZP_J-P_JZR_J,\qquad R_J=\sum_{k\notin J}\frac{|k\rangle\langle k|}{W_k-W_J}, \tag{11}$$

and likewise for $G$. The energy operator on the perturbed level follows:

$$(H-W_J)P_J^\beta=\beta\left[ZP_J+(H_0-W_J)P_J'\right]+\dots=\beta P_JZP_J+\dots \tag{12}$$

because $(H_0-W_J)R_J=1-P_J$ and $(H_0-W_J)P_J=0$. The same equation for $G$, with $\mathrm{Tr}(P_GZ)=0$, gives

$$\rho=\frac1n\left[P_G+\beta P_G'-\frac{\beta}{kT}P_GZP_G\right]+\dots \tag{13}$$

With (3), the strength to first order is

$$m_0=\frac{\beta}{n}\sum_s s\left\{\mathrm{Tr}(P_Gd_s^\dagger P_J'd_s)+\mathrm{Tr}(P_G'd_s^\dagger P_Jd_s)-\frac{\mathrm{Tr}(P_GZP_Gd_s^\dagger P_Jd_s)}{kT}\right\}.$$

The last trace is $\sum z_a|\langle j|d_s|a\rangle|^2$ and gives $C_0/kT$. By (11), the first is

$$-2\,\mathrm{Re}\sum_{a,j}\sum_{k\notin J}\langle j|d_s|a\rangle^*\frac{Z_{jk}\langle k|d_s|a\rangle}{W_k-W_J},$$

where the two terms of $P_J'$ are complex conjugates and produce the 2. This is the first part of (7) inserted in (9). The second trace gives the other part in the same way. Thus $m_0=\beta(B_0+C_0/kT)$.

In $m_1$ each energy operator is already of first order, so everything else is taken at zero field:

$$m_1=\frac\beta n\sum_s s\left[\mathrm{Tr}(P_Gd_s^\dagger P_JZP_Jd_s)-\mathrm{Tr}(P_GZP_Gd_s^\dagger P_Jd_s)\right]=\beta A_1. \tag{14}$$

It remains to build the band. Let its components have signed strengths $w_i$ and displacements $x_i$, with $x_i$ of order $\beta$. Then

$$\frac{\Delta\mathcal A}{\gamma E}=\sum_iw_if(E-x_i)=m_0f-m_1\frac{\partial f}{\partial E}+\frac12\sum_iw_ix_i^2\frac{\partial^2f}{\partial E^2}-\dots$$

The third term is at least quadratic in $\beta$. The first two reproduce (2).

## What each derivation assumes

Both use the dipole approximation, a time-reversal-invariant $H_0$, population in $G$ alone, and Zeeman energies small against $kT$ and against the gaps to levels that the field mixes in. If a second level is populated, its transitions must be added with Boltzmann weights, and the combined B contribution can then depend on temperature.

The first derivation also assumes a rigid common shape and shifts small against its width. The second needs these assumptions for the last step, but not for the moments. If each component keeps unit area and has its mean at the Zeeman-shifted energy, then

$$\int\frac{\Delta\mathcal A}{E}\,dE=\gamma\beta\left(B_0+\frac{C_0}{kT}\right),\qquad
\int(E-E_0)\frac{\Delta\mathcal A}{E}\,dE=\gamma\beta A_1, \tag{15}$$

even if the shapes change or the Zeeman components are resolved. A field-induced change of width, for example, can spoil (2) without affecting (15). Small shifts alone do not guarantee a rigid shape. If a degenerate excited level is Jahn–Teller coupled to vibrations, different parts of the band respond differently to the field, and the spectrum can depart from (2) by an amount comparable to the signal itself, while the first moment of the whole band is still $\gamma\beta A_1$. Linear coupling to a totally symmetric mode leaves the shift rigid. The area is also the safer measure of temperature dependence: if $f$ broadens on warming, peak heights fall for a reason unrelated to populations.

The first derivation shows which component moves, gains strength or loses population. The second shows that the three coefficients are traces and do not depend on the basis chosen inside a level.

## A one-electron s→p transition

Take a model s level and a p level 20000 cm$^{-1}$ above it, with spin–orbit energy $\zeta\,\mathbf L\cdot\mathbf S$, $\zeta=200$ cm$^{-1}$ and $g_S=2$. The squared s–p dipole element is one. The p level splits into $P_{3/2}$, raised by $\zeta/2$, and $P_{1/2}$, lowered by $\zeta$. The bands lie at 20100 and 19800 cm$^{-1}$, a gap $\Delta=300$ cm$^{-1}$.

Left-circular light takes $|s\rangle$ to $|m_L=1\rangle$ and leaves the spin alone. The states it reaches are $|1\uparrow\rangle$, which belongs to $P_{3/2}$, and the $|1\downarrow\rangle$ part of

$$|\tfrac32\rangle=\sqrt{\tfrac23}|0\uparrow\rangle+\sqrt{\tfrac13}|1\downarrow\rangle,\qquad
|\tfrac12\rangle=\sqrt{\tfrac23}|1\downarrow\rangle-\sqrt{\tfrac13}|0\uparrow\rangle,$$

where the labels give the total angular momentum and both states have projection $\tfrac12$. Since $Z$ is 2, 1 and 0 in $|1\uparrow\rangle$, $|0\uparrow\rangle$ and $|1\downarrow\rangle$, the two mixed states have $z=\tfrac23$ and $z=\tfrac13$, and the element of $Z$ between them is $-\sqrt2/3$. The ground spins have $z=\pm1$.

Right-circular transitions are the mirror images: $s$ and all $z$ change sign, so they contribute equally. The resulting factor 2 cancels $1/n=1/2$. For $P_{3/2}$,

$$A_1=(2-1)+\tfrac13\left(\tfrac23+1\right)=\tfrac{14}{9},\qquad C_0=-\left(1-\tfrac13\right)=-\tfrac23,$$

$$B_0=2\sqrt{\tfrac13}\left[-\frac{(-\sqrt2/3)\sqrt{2/3}}{-\Delta}\right]=-\frac{4}{9\Delta}.$$

For $P_{1/2}$, $A_1=\tfrac23(\tfrac13+1)=\tfrac89$ and $C_0=+\tfrac23$. The energy denominator changes sign, so $B_0=+4/(9\Delta)$. The field does not mix s with p here, because $Z$ does not change the orbital angular momentum.

At 1 T, $\beta=0.4669$ cm$^{-1}$. At 10 K, $kT=6.950$ cm$^{-1}$, and for $P_{3/2}$

$$\frac{C_0}{kT}=-0.0959,\qquad B_0=-0.00148\quad\text{per cm}^{-1}.$$

At 300 K, $C_0/kT$ has shrunk to $-0.00320$ per cm$^{-1}$, about twice $B_0$.

Let $f$ be a Gaussian of standard deviation $\sigma=20$ cm$^{-1}$, and set $\gamma=1$. At the centre of $P_{3/2}$ the C part at 10 K is

$$\frac{\beta C_0}{kT\,\sigma\sqrt{2\pi}}=\frac{0.4669\times(-0.0959)}{20\sqrt{2\pi}}=-893\times10^{-6}\ \text{per cm}^{-1}.$$

In the same unit, the B part there is $-14$, and the C part at 300 K is $-30$. The A part vanishes at the centre and reaches $\beta A_1e^{-1/2}/(\sigma^2\sqrt{2\pi})=439$ one standard deviation above it.

For comparison, the eight-state Hamiltonian was diagonalised numerically in the field, and each transition was given its Boltzmann weight and a Gaussian band. The values of $\Delta\mathcal A/E$, in $10^{-6}$ per cm$^{-1}$, are:

| $T$ | $E$ (cm$^{-1}$) | diagonalised | from (2) |
|---|---:|---:|---:|
| 10 K | 20080 | −989 | −989 |
| 10 K | 20100 | −906 | −907 |
| 10 K | 20120 | −110 | −111 |
| 300 K | 20080 | −466 | −466 |
| 300 K | 20100 | −44 | −44 |
| 300 K | 20120 | 413 | 413 |

At 10 K the signal is negative at all three energies, since the C term outweighs the A term. At 300 K the derivative shape dominates. Over both bands at 10 K and 1 T, the largest error of (2) is 0.16% of the largest signal. Halving the field reduces the absolute error by a factor of 7.99, close to the 8 expected when an odd function is cut after its linear term.

## Saturation of the C term

The ground doublet shows where the linear law fails. Its populations obey $p_\uparrow-p_\downarrow=-\tanh(\beta/kT)$, so the population part of the $P_{3/2}$ area is

$$\tfrac23(p_\uparrow-p_\downarrow)=C_0\tanh(\beta/kT).$$

The mixing part stays $\beta B_0$ to first order in $\beta/\Delta$: left and right light contribute equally, with weights $p_\downarrow$ and $p_\uparrow$ that sum to one. At 10 K and 10 T, diagonalisation gives an area of $-0.398$. The form with $\tanh$ also gives $-0.398$, while the linear law gives $-0.455$, too large in magnitude by 14% of the diagonalised value.

## When B terms look like an A term

Remove the spin and split $p_x$ and $p_y$ by an energy $\delta$, with $p_y$ above. Both states are nondegenerate, so neither has an A or C term. The dipole elements from s are $1/\sqrt2$ to $p_x$ and $si/\sqrt2$ to $p_y$, and $L_z|x\rangle=i|y\rangle$. For the upper state

$$M'_s=-\frac{i/\sqrt2}{-\delta}=\frac{i}{\sqrt2\,\delta},\qquad
B_0=2\sum_s s\left(-\frac{si}{\sqrt2}\right)\frac{i}{\sqrt2\,\delta}=\frac2\delta .$$

The lower state has $B_0=-2/\delta$. When $\delta$ is small against the band width, but still large against $\beta$, the pair gives

$$\frac2\delta\left[f(E-\tfrac\delta2)-f(E+\tfrac\delta2)\right]\approx-2\frac{\partial f}{\partial E}.$$

This is the A term of the degenerate pair, for which $z=\pm1$ and (8) gives $A_1=1+1=2$. With $\delta=50$ cm$^{-1}$, for example, $B_0=\pm0.04$ per cm$^{-1}$ and $\delta B_0=2$ for the upper state. The product $\delta B_0$ is 2 for any $\delta$, but the shape needs $\delta$ small against the width: for a Gaussian with $\sigma=20$ cm$^{-1}$, $\delta=50$ cm$^{-1}$ gives a peak only 63% of that of $-2\,\partial f/\partial E$, whereas $\delta=5$ cm$^{-1}$ agrees with it to within 1%. A derivative shape in an unresolved band therefore does not prove that the excited level is degenerate.

The spin–orbit multiplet obeys the same sum. Without its C terms, its total first moment, divided by $\beta$, is

$$\tfrac{14}{9}+\tfrac89+\Delta\left(-\frac{4}{9\Delta}\right)=2 .$$

The two $B_0$ values add to zero, so this moment does not depend on the energy from which it is measured. Spin–orbit coupling divides the orbital value 2 between A terms and a pair of B terms. How much is called A and how much B depends on which levels are treated as separate bands.

Numbers in the example were calculated in double precision.
